## London's dispersion coefficient

Two neutral, spherical atoms have no average charge, dipole or higher moment. If each is replaced by its average charge distribution, the electrostatic energy of the pair vanishes once the two clouds no longer overlap, and the atoms do not attract. The attraction comes from correlated fluctuations. Its strength is an integral over each partner's polarizability at all imaginary frequencies, and a table of static polarizabilities doesn't supply that function. London's formula closes the gap with one more number per partner, an excitation energy.

### Conventions and the dipole coupling

Let $A$ and $B$ be neutral, with isotropic, nondegenerate ground states, a distance $R$ apart along $z$. Overlap of their electron clouds is neglected, and the Coulomb interaction is taken as instantaneous. The coefficient $C_6$ is defined by

$$U(R)=-\frac{C_6}{R^6},\qquad C_6>0\ \text{for attraction}. \tag{1}$$

The polarizability $\alpha$, in C m²/V, is induced dipole divided by field. The polarizability volume is $\alpha'=\alpha/(4\pi\varepsilon_0)$.

A charge at $\mathbf a$ from the centre of $A$ and one at $\mathbf b$ from the centre of $B$ are separated by $R\hat{\mathbf z}+\mathbf s$, with $\mathbf s=\mathbf b-\mathbf a$. The second-order Taylor term of the inverse distance is $(3s_z^2-s^2)/(2R^3)$. Terms containing $\mathbf a$ alone or $\mathbf b$ alone vanish on summing over the charges of the other, neutral partner. The mixed parts are $s_z^2\to-2a_zb_z$ and $s^2\to-2\,\mathbf a\cdot\mathbf b$, which leave $(\mathbf a\cdot\mathbf b-3a_zb_z)/R^3$. Summed over charges, with dipole operators $\mathbf d$,

$$V=\frac{1}{4\pi\varepsilon_0R^3}\sum_i g_i\,d_{Ai}d_{Bi},\qquad (g_x,g_y,g_z)=(1,1,-2). \tag{2}$$

### Second-order energy

The first-order energy vanishes because $\langle0|\mathbf d|0\rangle=0$ for each partner. For the same reason, $V$ connects the ground state of the pair only to states in which both partners are excited. With excitation energies $E_n$ of $A$ and $E_m$ of $B$,

$$U=-\sum_{n,m}\frac{|\langle nm|V|00\rangle|^2}{E_n+E_m}. \tag{3}$$

Group the states into degenerate levels. Within level $n$, the sum of $\langle0|d_i|n\nu\rangle\langle n\nu|d_j|0\rangle$ over the members $\nu$ is unchanged by rotations, so it must be a multiple of the unit tensor:

$$\sum_\nu\langle0|d_i|n\nu\rangle\langle n\nu|d_j|0\rangle=D_n\delta_{ij},\qquad D_n\ge0. \tag{4}$$

The numerator of (3) then contains $\sum_{ij}g_ig_j\,D_n\delta_{ij}\,D_m\delta_{ij}=(1+1+4)D_nD_m$. Comparison with (1) gives

$$C_6=\frac{6}{(4\pi\varepsilon_0)^2}\sum_{n,m}\frac{D_nD_m}{E_n+E_m}, \tag{5}$$

where sums now run over levels. The denominator ties the partners together, so (5) is not yet a product of separate properties.

### Polarizability at imaginary frequency

With time dependence $e^{-i\omega t}$, the frequency $\omega=i\xi$ describes a growing field $Fe^{\xi t}$ along $z$. The perturbation is $-d_zFe^{\xi t}$. Measured from the ground-state energy, the first-order amplitudes obey

$$i\hbar\dot c_n=E_nc_n-Fe^{\xi t}\langle n|d_z|0\rangle
\;\Rightarrow\;
c_n=\frac{\langle n|d_z|0\rangle Fe^{\xi t}}{E_n-i\hbar\xi}. \tag{6}$$

The induced dipole is $\sum_n\langle0|d_z|n\rangle c_n$ plus its complex conjugate. Dividing by $Fe^{\xi t}$ and adding the two fractions gives

$$\alpha(i\xi)=\sum_nD_n\left[\frac1{E_n-i\hbar\xi}+\frac1{E_n+i\hbar\xi}\right]
=\sum_n\frac{2E_nD_n}{E_n^2+\hbar^2\xi^2}. \tag{7}$$

This function is real, positive and free of resonances. It falls from the static value as $\xi$ grows, because a sluggish charge cannot follow a rapidly growing field.

### The Casimir-Polder integral

The denominator of (5) can be split by an integral. For positive $a\ne b$, partial fractions give

$$\begin{aligned}
\int_0^\infty\!\frac{ab\,dx}{(a^2+x^2)(b^2+x^2)}
&=\frac{ab}{b^2-a^2}\int_0^\infty\!\left[\frac1{a^2+x^2}-\frac1{b^2+x^2}\right]dx\\
&=\frac{ab}{b^2-a^2}\,\frac\pi2\,\frac{b-a}{ab}
=\frac{\pi}{2(a+b)}.
\end{aligned} \tag{8}$$

Both sides are continuous at $a=b$, so the result holds there too. Set $a=E_n$, $b=E_m$, $x=\hbar\xi$ and insert $1/(E_n+E_m)$ into (5):

$$C_6=\frac{6}{(4\pi\varepsilon_0)^2}\,\frac{2\hbar}{\pi}\int_0^\infty\!d\xi
\sum_n\frac{E_nD_n}{E_n^2+\hbar^2\xi^2}\sum_m\frac{E_mD_m}{E_m^2+\hbar^2\xi^2}. \tag{9}$$

By (7) each sum is half a polarizability. The factor $6\cdot2\cdot\tfrac14=3$ remains:

$$C_6=\frac{3\hbar}{\pi(4\pi\varepsilon_0)^2}\int_0^\infty\alpha_A(i\xi)\,\alpha_B(i\xi)\,d\xi. \tag{10}$$

### Inserting single oscillators

Suppose that one excitation energy $E_X=\hbar\omega_X$ carries the whole response of partner $X$. Then (7) reduces to

$$\alpha_X(i\xi)=\frac{\alpha_X}{1+\xi^2/\omega_X^2}
=\frac{\alpha_X\,\omega_X^2}{\omega_X^2+\xi^2}, \tag{11}$$

where $\alpha_X$ without argument is the static value. The integral in (10) follows from (8) with $a=\omega_A$, $b=\omega_B$, after one factor $\omega_A\omega_B$ is taken out:

$$\int_0^\infty\alpha_A(i\xi)\alpha_B(i\xi)\,d\xi
=\frac\pi2\,\alpha_A\alpha_B\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}. \tag{12}$$

Multiplication by the prefactor of (10) gives London's formula,

$$C_6=\frac32\,\frac{\alpha_A\alpha_B}{(4\pi\varepsilon_0)^2}\,\frac{E_AE_B}{E_A+E_B}
=\frac32\,\alpha_A'\alpha_B'\,\frac{E_AE_B}{E_A+E_B}. \tag{13}$$

The unit is energy times length to the sixth power, as (1) requires. For like partners,

$$C_6=\tfrac34\,E\,\alpha'^2. \tag{14}$$

If $E_B\gg E_A$, the energy factor in (13) tends to $E_A$ and

$$C_6\to\tfrac32\,\alpha_A'\alpha_B'E_A. \tag{15}$$

This limit has a direct reading. Partner $B$ is so fast that it follows the fluctuating dipole of $A$ as if the field were static. By (2), the mean square field of $A$ at $B$ is $6D_A/(4\pi\varepsilon_0R^3)^2$, since each component of $\mathbf d_A$ has mean square $D_A$. The induction energy is $-\tfrac12\alpha_B$ times this, and (7) at $\xi=0$ gives $D_A=\alpha_AE_A/2$. The product is $-\tfrac32\alpha_A'\alpha_B'E_A/R^6$, in agreement with (15). The slower partner therefore sets the energy scale.

Equation (13) also predicts an unlike pair from two like pairs. Solving (14) for each energy, $E_X=4C_{XX}/(3\alpha_X'^2)$, and inserting both into (13) gives

$$C_{AB}=\frac{2\,C_{AA}C_{BB}}{C_{AA}\,\alpha_B'/\alpha_A'+C_{BB}\,\alpha_A'/\alpha_B'}. \tag{16}$$

Here $E_X$ has become an effective energy fitted to $C_{XX}$, so (16) relies on the shape (11) but needs no spectroscopic assignment.

### The same result from zero-point energy

The coefficient can be reached without (3) or (10). Let each partner be a charge $q_X$ of mass $m_X$ on an isotropic spring of frequency $\omega_X$, with a fixed opposite charge at the centre. In a static field the displacement is $q_XF/(m_X\omega_X^2)$, so $\alpha_X=q_X^2/(m_X\omega_X^2)$. In mass-weighted coordinates, (2) couples the displacements along axis $i$ through the matrix

$$\begin{pmatrix}\omega_A^2&g_i\kappa\,\omega_A\omega_B\\ g_i\kappa\,\omega_A\omega_B&\omega_B^2\end{pmatrix},
\qquad \kappa=\frac{\sqrt{\alpha_A'\alpha_B'}}{R^3}. \tag{17}$$

Its eigenvalues are the squared mode frequencies $\Omega_\pm^2$. Their sum is the trace and their product the determinant, so

$$(\Omega_++\Omega_-)^2=\omega_A^2+\omega_B^2+2\omega_A\omega_B\sqrt{1-g_i^2\kappa^2}. \tag{18}$$

For small $\kappa$ the root is $1-g_i^2\kappa^2/2$. Taking the square root of the whole expression to the same order gives

$$\Omega_++\Omega_-\simeq\omega_A+\omega_B-\frac{g_i^2\kappa^2}{2}\,\frac{\omega_A\omega_B}{\omega_A+\omega_B}. \tag{19}$$

The zero-point energy is $\hbar/2$ times the sum of frequencies. With $\sum_ig_i^2=6$ its shift is $-\tfrac32\hbar\kappa^2\omega_A\omega_B/(\omega_A+\omega_B)$, which is $-C_6/R^6$ with (13). For each axis the trace is fixed, so the coupling lowers one squared frequency and raises the other by the same amount. The square root changes more on the lower side, so the sum of the frequencies falls. The expansion requires $2\kappa\ll1$. At $2\kappa=1$ the softest mode reaches zero frequency, and the model of point dipoles has lost its meaning.

### Real spectra and a lower bound

A real atom has many transitions. Equation (7) is then a sum of terms like (11), with static parts $\alpha_n'=2D_n/(4\pi\varepsilon_0E_n)\ge0$. Since (10) is linear in each polarizability,

$$C_6=\frac32\sum_{n,m}\alpha_n'\alpha_m'\,\frac{E_nE_m}{E_n+E_m}: \tag{20}$$

one London term for each pair of transitions. Let $E_1=\hbar\omega_1$ be the lowest dipole-allowed excitation energy of a partner. As $\omega_n\ge\omega_1$,

$$\alpha(i\xi)=\sum_n\frac{\alpha_n}{1+\xi^2/\omega_n^2}\ \ge\ \frac{\alpha(0)}{1+\xi^2/\omega_1^2}. \tag{21}$$

Both sides are positive, so (10) preserves the inequality. London's formula with the full static polarizabilities and the lowest allowed excitation energies is a lower bound to the $C_6$ of the same spectrum. It does not bound the $C_6$ of a different, more accurate spectrum.

The oscillator strength of a level is $f_n=2m_eE_nD_n/(\hbar^2e^2)$, where $m_e$ is the electron mass. Hence

$$\alpha_n'=\frac{e^2\hbar^2}{4\pi\varepsilon_0m_e}\,\frac{f_n}{E_n^2}. \tag{22}$$

For very large $\xi$ the electrons respond as free particles, $m_e\xi^2x=-eF$, and $\alpha(i\xi)\to Ne^2/(m_e\xi^2)$ for $N$ electrons. Comparison with (7) shows that the strengths sum to $N$. The factor $1/E_n^2$ in (22) explains how a low transition with little of the total strength can dominate the static polarizability.

### Two magnesium atoms

The free Mg atom suits the approximation because its 3s-3p resonance is low and strong. The response is computed by time-dependent Hartree-Fock (TDHF), in which each orbital feels the applied field and the induced change of the mean field. The basis has 14 s, 11 p and 7 d uncontracted Gaussian exponents, 82 functions in all. The exponents start at 0.025, 0.015 and 0.02 $a_0^{-2}$ ($a_0$ is the Bohr radius) and grow by factors of 2.6, 2.6 and 2.8. Electron correlation beyond TDHF and relativity are left out of this response.

The result is $E_1=4.027$ eV and $\alpha'=0.01212$ nm³, or $\alpha=1.349\times10^{-39}$ C m²/V. Two tests support it. The Hartree-Fock energy in a small static field gives the same $\alpha'$ to about 0.02 %, and the strengths sum to 11.994 for 12 electrons. The resonance has strength 1.67, a seventh of the total, yet it supplies 93.2 % of the static polarizability.

Equation (14) gives

$$C_6=0.75\times4.0271\ \text{eV}\times(0.012119\ \text{nm}^3)^2
=0.4436\ \text{meV nm}^6, \tag{23}$$

or $7.11\times10^{-77}$ J m⁶. The integral (10) over the complete TDHF response gives 0.4596 meV nm⁶, or $7.36\times10^{-77}$ J m⁶. London's value is 3.5 % below it, on the side required by (21).

Equation (20) shows where the difference arises. London's formula places all of the static polarizability at $E_1$. Its three parts are therefore fixed by the shares 0.932 and 0.068:

| Pair of transitions | London, meV nm⁶ | TDHF, meV nm⁶ |
|---|---:|---:|
| resonance-resonance | 0.385 | 0.385 |
| resonance-other | 0.056 | 0.071 |
| other-other | 0.002 | 0.004 |

Most of the shortfall lies in the mixed term. The error of that term is limited: moving the other transition from $E_1$ to infinite energy raises the factor $E_1E_n/(E_1+E_n)$ from $E_1/2$ to $E_1$, at most a doubling of a small part.

The polarizability itself shows a larger error at high frequency. At $\hbar\xi=E_1$ the TDHF ratio $\alpha(i\xi)/\alpha(0)$ is 0.514, against 0.500 for the single oscillator. At 30 eV the values are 0.0243 and 0.0177, so the oscillator is 27 % low relative to TDHF. The integrand contains the square of this ratio, which is already below 0.001 there, so the discrepancy costs little. Formula (14) would reproduce the TDHF coefficient with an effective energy of 4.17 eV in place of 4.03 eV.

### What the number leaves out

**Correlation.** A coupled-cluster calculation with single and double excitations (CCSD) of the two valence electrons, in the same basis and with a frozen core, lowers the static polarizability by 8.8 % relative to Hartree-Fock. If one oscillator keeps its strength, (22) gives $E\propto\alpha'^{-1/2}$, and (14) gives $C_6\propto\alpha'^{3/2}$. The estimated change of $C_6$ is then $-13$ %, which would bring the TDHF value to about 0.40 meV nm⁶. This is below London's 0.44, without contradicting the bound, because the spectrum has changed. By this estimate, the error of the input is larger here than the error of the single-oscillator form. Correlation involving the core remains outside the estimate.

**Higher multipoles.** The next Taylor term of the inverse distance is $-(5s_z^3-3s_zs^2)/(2R^4)$. Its part linear in $\mathbf a$ and quadratic in $\mathbf b$ follows from $s_z^3\to-3a_zb_z^2$ and $s_zs^2\to-a_zb^2-2b_z\,\mathbf a\cdot\mathbf b$:

$$\frac{1}{R^4}\left[3a_z\,\frac{3b_z^2-b^2}{2}-\sqrt3\,a_x(\sqrt3\,b_xb_z)-\sqrt3\,a_y(\sqrt3\,b_yb_z)\right]. \tag{24}$$

The three quadrupole components are normalized alike, each with mean square $b^4/5$ over directions. The squared coefficients add to $9+3+3=15$, where the dipole coupling had 6. For spherical atoms the second-order energy gains a term $-C_8/R^8$, with

$$C_8=\frac{15}{(4\pi\varepsilon_0)^2}\sum_{n,m}\frac{D_n^AQ_m^B+Q_n^AD_m^B}{E_n+E_m}, \tag{25}$$

where $Q$ is the analogue of $D$ for one quadrupole component. Dipole-octupole coupling adds nothing at this order: it could enter only multiplied by (2), and a dipole and an octupole do not excite a spherical ground state to the same level. In the TDHF response the $C_8$ term is 19 % of the $C_6$ term at 1 nm. The ratio falls as $1/R^2$, to about 5 % at 2 nm.

**Retardation.** The field crosses the gap in a time $R/c$, during which the resonance advances by a phase $E_1R/(\hbar c)$. The length $\hbar c/E_1$ is 49 nm. At 1 nm the squared phase is $4\times10^{-4}$, used here as a cautious scale for the relative correction, not as its value. At distances comparable with 49 nm the correction is no longer negligible, and (1) overestimates the attraction.

**Overlap and temperature.** At 1 nm the overlap integral of the two 3s orbitals is $7.0\times10^{-4}$ in this basis. Such a small value is sensitive to how the basis describes the orbital tails, so only its order of magnitude is meaningful. Its square times the 3s binding energy of 6.89 eV is 0.003 meV. Exchange effects were not computed; this product only indicates that they are small, and their actual size can differ from it by an order of magnitude. The London energy is $-0.44$ meV. At 300 K, $E_1/k_BT=156$, so thermal electronic excitation is negligible. The thermal energy of 25.9 meV far exceeds the attraction, however, so the dispersion energy at 1 nm would not hold the pair together.

For this pair, then, the leading term is most trustworthy at a few nanometres: far enough for the multipole series to settle, and near enough for instantaneous coupling.

### Relation to low-k dielectrics

Magnesium atoms are not a low-k material. The smallest closed-shell molecules related to organosilicate films, such as methane and silane, have polarizability volumes of a few thousandths of a nm³, while a precursor such as tetramethylsilane has about 0.012 nm³, as much as Mg. Their strong transitions lie higher than the Mg resonance, spread from roughly 10 eV upwards. The link is the polarizability. In a dilute medium of number density $N_v$, where local-field corrections are negligible, the polarization is $N_v\alpha F$ and the relative permittivity is $1+4\pi N_v\alpha'$. At fixed density and excitation energy, a small fractional reduction of $\alpha'$ lowers the permittivity excess by the same fraction and the like-pair $C_6$ by twice that fraction. Adding pores instead lowers $N_v$ and leaves the $C_6$ of each pair unchanged. A film with relative permittivity $\varepsilon_r$ near 2.5 is not dilute in this sense. The Clausius-Mossotti relation $(\varepsilon_r-1)/(\varepsilon_r+2)=4\pi N_v\alpha'/3$, which includes the local field of an isotropic medium, shows the size of the correction: at $\varepsilon_r=2.5$ the dilute formula would give 2.0, and the fractional change of the excess is $(\varepsilon_r+2)/3=1.5$ times that of $\alpha'$.

Real films break the single-oscillator assumption in a specific way. Their static permittivity contains a vibrational part, whose energies are far below the electronic ones. If that part is a share $s$ of the static polarizability, (20) gives its terms a very small energy factor, and $C_6$ is close to $(1-s)^2$ times the value found by placing everything at the electronic energy. Equation (13) should therefore receive the electronic polarizability, not one inferred from the full static permittivity. Neighbouring groups in a film are also bonded and closer than 1 nm, where overlap and higher multipoles matter, so $-C_6/R^6$ alone does not give its cohesion.

The numerical output below lists the computed values in full.

## Computed values

```
TESTS (relative differences)
pair diagonalization vs integral: 1.2e-06
London vs quadrature, unlike pair: 2.2e-16
London vs coupled-oscillator modes: 9.0e-08
Mg pair sum vs integral: 7.0e-09
dipole-dipole weight: 6.0000
dipole-quadrupole weight: 15.0000
MG ATOM, TDHF
basis l=0: 14 exponents from 0.025 a0^-2, ratio 2.6
basis l=1: 11 exponents from 0.015 a0^-2, ratio 2.6
basis l=2: 7 exponents from 0.02 a0^-2, ratio 2.8
basis functions: 82
total oscillator strength: 11.994
electrons: 12
resonance energy E1: 4.0271 eV
resonance oscillator strength: 1.6694
static polarizability volume: 0.012119 nm^3
same from finite field: 0.012121 nm^3
static polarizability: 1.3485e-39 C m^2/V
resonance share of it: 93.20 %
alpha(i xi)/alpha(0): TDHF, single oscillator
hbar xi = 4.0271 eV: 0.51413, 0.50000
hbar xi = 10.0000 eV: 0.15223, 0.13955
hbar xi = 30.0000 eV: 0.02427, 0.01770
DISPERSION COEFFICIENT, MG-MG
C6 London: 0.4436 meV nm^6
C6 London in SI: 7.1076e-77 J m^6
C6 Casimir-Polder: 0.4596 meV nm^6
C6 Casimir-Polder in SI: 7.3629e-77 J m^6
London minus Casimir-Polder: -3.47 %
part resonance-resonance: 0.3853 meV nm^6
part resonance-other: 0.0705 meV nm^6
part other-other: 0.0038 meV nm^6
energy that makes London match: 4.1718 eV
NEGLECTED EFFECTS
distance: 1.0 nm
temperature: 300 K
London energy there: -0.4436 meV
valence-CCSD polarizability volume: 0.011051 nm^3
CCSD change of alpha: -8.83 %
C6 change by alpha^(3/2) scaling: -12.95 %
C8 term / C6 term: 19.03 %
reduced wavelength hbar c/E1: 49.00 nm
retardation (E1 R/hbar c)^2: 4.17e-04
3s-3s overlap: 7.019e-04
3s binding energy (HF): 6.8855 eV
overlap^2 * binding: 3.393e-03 meV
thermal energy kT: 25.852 meV
E1/kT: 155.8
```
